# The super-CI orbital update: derivation and conditions for linear convergence: a program that tests the result

The molecular numbers use the small basis 6-31G, so they illustrate the point and are not converged values.

```python
"""
Super-CI orbital update for real closed-shell Hartree-Fock.
Result under test: diagonalizing H among the determinant |0> and its singlet
singles, and rotating the orbitals by t = c/(sqrt(2) c0), changes the orbital
error x near a solution as  x_new = -A^-1 B x + O(x^2).
  F : Fock matrix; F_ia its occupied-virtual block
  A : singles-singles block of H - E0;  B : coupling of |0> to doubles
  mu: eigenvalues of B v = mu A v; rho = max|mu| is the convergence factor
  lam: fraction of B restored in the singles block (0 = super-CI)
Energies are in hartree (Eh); orbital amplitudes are dimensionless.
"""
import numpy as np
from scipy.linalg import eigh, expm
from scipy.constants import physical_constants
from pyscf import gto, scf

rng = np.random.default_rng(7)


def transform(h, eri, C):
    hm = C.T @ h @ C
    em = np.einsum('pqrs,pi,qj,rk,sl->ijkl', eri, C, C, C, C, optimize=True)
    return hm, em


def blocks(h, eri, C, n):
    """Electronic energy, F_ia (flat), A and B for orbitals C, n occupied."""
    hm, em = transform(h, eri, C)
    o, v = slice(0, n), slice(n, None)
    fock = (hm + 2 * np.einsum('pqkk->pq', em[:, :, o, o])
            - np.einsum('pkkq->pq', em[:, o, o, :]))
    energy = np.trace(hm[o, o] + fock[o, o])
    nv = C.shape[1] - n
    ovov = em[o, v, o, v]
    A = (np.einsum('ij,ab->iajb', np.eye(n), fock[v, v])
         - np.einsum('ij,ab->iajb', fock[o, o], np.eye(nv))
         + 2 * ovov - np.einsum('ijab->iajb', em[o, o, v, v]))
    B = 2 * ovov - ovov.transpose(0, 3, 2, 1)
    m = n * nv
    return energy, fock[o, v].reshape(m), A.reshape(m, m), B.reshape(m, m)


def inv_sqrt(M):
    w, V = np.linalg.eigh(M)
    return (V / np.sqrt(w)) @ V.T


def rotate(C, t, n):
    """Occupied i -> i + sum_a t_ia a, then symmetric orthonormalization."""
    t = np.asarray(t).reshape(n, -1)
    Co, Cv = C[:, :n], C[:, n:]
    new_o = (Co + Cv @ t.T) @ inv_sqrt(np.eye(n) + t @ t.T)
    new_v = (Cv - Co @ t) @ inv_sqrt(np.eye(t.shape[1]) + t.T @ t)
    return np.hstack([new_o, new_v])


def update(h, eri, C, n, lam=0.0):
    """One update; returns new orbitals, amplitudes t and eigenvalue eps."""
    _, g, A, B = blocks(h, eri, C, n)
    m = len(g)
    H = np.zeros((m + 1, m + 1))
    H[0, 1:] = H[1:, 0] = np.sqrt(2) * g
    H[1:, 1:] = A + lam * B
    w, V = np.linalg.eigh(H)
    t = V[1:, 0] / (np.sqrt(2) * V[0, 0])
    return rotate(C, t, n), t, w[0]


def error(Cref, C, n):
    """Amplitudes x of the occupied space of C in the frame Cref."""
    O = Cref.T @ C[:, :n]
    return (O[n:] @ np.linalg.inv(O[:n])).T.reshape(-1)


# ---- Matrix elements from an explicit second-quantized Hamiltonian ----
norb, nocc = 4, 2
hr = rng.normal(size=(norb, norb))
hr = hr + hr.T
L = rng.normal(size=(5, norb, norb))
L = L + L.transpose(0, 2, 1)
er = np.einsum('kpq,krs->pqrs', L, L)
low = np.array([[0., 1.], [0., 0.]])
ann = []
for p in range(2 * norb):
    op = np.eye(1)
    for q in range(2 * norb):
        factor = np.diag([1., -1.]) if q < p else (low if q == p else np.eye(2))
        op = np.kron(op, factor)
    ann.append(op)
Ex = [[sum(ann[2 * p + s].T @ ann[2 * q + s] for s in (0, 1))
       for q in range(norb)] for p in range(norb)]
Exa = np.array(Ex)
Hfock = np.einsum('pq,pqxy->xy', hr, Exa)
Hfock -= 0.5 * np.einsum('ps,psxy->xy', np.einsum('pqqs->ps', er), Exa)
for p in range(norb):
    for q in range(norb):
        Hfock += 0.5 * Exa[p, q] @ np.einsum('rs,rsxy->xy', er[p, q], Exa)
ref = np.zeros(2 ** (2 * norb))
ref[0] = 1.0
for p in range(2 * nocc):
    ref = ann[p].T @ ref
pairs = [(i, a) for i in range(nocc) for a in range(nocc, norb)]
S = np.array([Exa[a, i] @ ref for i, a in pairs]).T / np.sqrt(2)
E0, g0, A0, B0 = blocks(hr, er, np.eye(norb), nocc)
Href = Hfock @ ref
B_def = np.array([[Href @ (Exa[a, i] @ (Exa[b, j] @ ref)) / 2
                   for j, b in pairs] for i, a in pairs])
dev = max(abs(ref @ Href - E0),
          np.abs(Href @ S - np.sqrt(2) * g0).max(),
          np.abs(S.T @ Hfock @ S - E0 * np.eye(len(pairs)) - A0).max(),
          np.abs(B_def - B0).max())
assert dev < 1e-9
print(f"Largest deviation of E0,F,A,B from explicit H: {dev:.1e} (model units)")

# ---- Water, RHF/6-31G ----
a0 = physical_constants['Bohr radius'][0] * 1e10
r_oh, angle = 0.96, 104.5
half = np.radians(angle / 2)
y, z = r_oh * np.sin(half) / a0, r_oh * np.cos(half) / a0
mol = gto.M(atom=[['O', (0, 0, 0)], ['H', (0, y, z)], ['H', (0, -y, z)]],
            basis='6-31g', unit='Bohr', verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-12
e_pyscf = mf.kernel()
X = inv_sqrt(mol.intor('int1e_ovlp'))
h, eri = transform(mf.get_hcore(), mol.intor('int2e'), X)
n = mol.nelectron // 2
nv = X.shape[0] - n
m = n * nv
fock0 = mf.get_fock(dm=mf.get_init_guess(key='minao'))
C_sym = np.linalg.eigh(X @ fock0 @ X)[1]
C_start = rotate(C_sym, 0.02 * rng.normal(size=(n, nv)), n)

# Energy expansion at nonstationary orbitals, by finite differences
E_s, g_s, A_s, B_s = blocks(h, eri, C_start, n)
k = rng.normal(size=m)
k /= np.linalg.norm(k)
gen = np.zeros((n + nv, n + nv))
gen[n:, :n] = k.reshape(n, nv).T
gen[:n, n:] = -k.reshape(n, nv)
step = 1e-3
Ep = blocks(h, eri, C_start @ expm(step * gen), n)[0]
Em = blocks(h, eri, C_start @ expm(-step * gen), n)[0]
d1, d2 = (Ep - Em) / (2 * step), (Ep - 2 * E_s + Em) / step ** 2
f1, f2 = 4 * g_s @ k, 4 * k @ (A_s + B_s) @ k
assert abs(d1 - f1) < 1e-4 and abs(d2 - f2) < 1e-3 * abs(f2)

# Reference solution: same iteration with B fully restored
Cref = C_start.copy()
for _ in range(14):
    Cref = update(h, eri, Cref, n, 1.0)[0]
E_ref, g_ref, A, B = blocks(h, eri, Cref, n)
assert np.linalg.norm(g_ref) < 1e-10
assert abs(E_ref + mol.energy_nuc() - e_pyscf) < 1e-8
lowest = [np.linalg.eigvalsh(M)[0] for M in (A, A + B, A - B)]
mu, V = eigh(B, A)
top = np.argmax(np.abs(mu))
rho = abs(mu[top])
assert min(lowest) > 0 and rho < 1

print(f"Water: O-H {r_oh:.2f} angstrom, angle {angle:.1f} degrees")
print(f"Occupied {n}, virtual {nv}, singlet singles {m}")
print(f"RHF/6-31G total energy: {e_pyscf:.8f} Eh")
print(f"Energy slope at start: differences {d1:.5f}, formula {f1:.5f} Eh")
print(f"Energy curvature: differences {d2:.4f}, formula {f2:.4f} Eh")
print("Lowest eigenvalues of A, A+B, A-B: "
      + ", ".join(f"{w:.4f}" for w in lowest) + " Eh")
print(f"mu from {mu[0]:.4f} to {mu[-1]:.4f}; rho = {rho:.4f}")


def history(C, lam, steps):
    xs, es = [], []
    for _ in range(steps + 1):
        xs.append(error(Cref, C, n))
        es.append(blocks(h, eri, C, n)[0] - E_ref)
        C = update(h, eri, C, n, lam)[0]
    return xs, es


def a_norm(x):
    return np.sqrt(x @ A @ x)


def late_ratio(xs, floor=1e-9):
    good = [q for q in range(1, len(xs)) if np.linalg.norm(xs[q]) > floor]
    q = good[-1]
    return q, a_norm(xs[q]) / a_norm(xs[q - 1])


xs, es = history(C_start, 0.0, 12)
xf, _ = history(C_start, 1.0, 12)
print("step | E error (microEh) | |x| super-CI | A-norm ratio | |x| with B")
for q in range(13):
    size = np.linalg.norm(xs[q])
    ratio = "   -  "
    if q > 0 and size > 1e-10:
        ratio = f"{a_norm(xs[q]) / a_norm(xs[q - 1]):.4f}"
    e_micro = round(es[q] * 1e6, 4) + 0.0
    print(f"{q:2d} | {e_micro:14.4f} | {size:.3e} | {ratio} | "
          f"{np.linalg.norm(xf[q]):.1e}")
q_late, r_late = late_ratio(xs)
assert 0.6 * rho < r_late < 1.01 * rho
print(f"Late contraction (step {q_late}): {r_late:.4f}; bound rho {rho:.4f}")

# Symmetric start: only the modes present in the initial error matter
xsym, _ = history(C_sym, 0.0, 12)
active = np.abs(V.T @ A @ xsym[0]) > 1e-8
rho_sym = np.abs(mu[active]).max()
q_sym, r_sym = late_ratio(xsym, 1e-8)
assert 0.6 * rho_sym < r_sym < 1.01 * rho_sym
print(f"Symmetric start: {active.sum()} of {m} modes, largest |mu| "
      f"{rho_sym:.4f}, late contraction {r_sym:.4f} (step {q_sym})")

# Full error map from one actual update in a random direction
r = rng.normal(size=m)
r /= np.linalg.norm(r)
x1 = error(Cref, update(h, eri, rotate(Cref, 1e-5 * r, n), n)[0], n)
x_pred = -np.linalg.solve(A, B @ (1e-5 * r))
map_dev = np.linalg.norm(x1 - x_pred) / np.linalg.norm(x_pred)
assert map_dev < 5e-3
print(f"Relative deviation from x_new = -A^-1 B x: {map_dev:.1e}")

# Restore a fraction lam of B and follow the slowest mode
v = V[:, top] / np.linalg.norm(V[:, top])
for lam in (0.0, 0.5, 1.0):
    Cn = update(h, eri, rotate(Cref, 1e-4 * v, n), n, lam)[0]
    seen = (v @ A @ error(Cref, Cn, n)) / (v @ A @ v * 1e-4)
    pred = -(1 - lam) * mu[top] / (1 + lam * mu[top])
    assert abs(seen - pred) < 1e-3
    print(f"lam {lam:.1f}: slowest-mode factor seen {seen:.5f}, "
          f"predicted {pred + 0.0:.5f}")

# Order of convergence from two starting sizes
orders = []
for lam in (0.0, 1.0):
    out = [np.linalg.norm(error(Cref, update(
        h, eri, rotate(Cref, s * r, n), n, lam)[0], n)) for s in (1e-3, 1e-4)]
    orders.append(np.log10(out[0] / out[1]))
assert abs(orders[0] - 1) < 0.05 and orders[1] > 1.9
print(f"Order: super-CI {orders[0]:.3f}, with B {orders[1]:.3f}")

# Energy balance of one update
Ca = rotate(Cref, 1e-3 * r, n)
Ea, _, _, Ba = blocks(h, eri, Ca, n)
Cb, t, eps = update(h, eri, Ca, n)
dE = blocks(h, eri, Cb, n)[0] - Ea
b_term = 2 * t @ Ba @ t
assert abs(dE - eps - b_term) < 0.02 * abs(b_term) + 1e-3 * abs(dE)
print(f"One step from |x|=0.001: eps {eps * 1e6:.4f}, 2tBt "
      f"{b_term * 1e6:.4f}, sum {(eps + b_term) * 1e6:.4f} microEh")
print(f"  actual change {dE * 1e6:.4f}, change to the minimum "
      f"{(E_ref - Ea) * 1e6:.4f} microEh")

# ---- Two electrons in two orbitals: the convergence condition ----
J, J12, K = 0.70, 0.50, 0.15
em = np.zeros((2, 2, 2, 2))
em[0, 0, 0, 0] = em[1, 1, 1, 1] = J
em[0, 0, 1, 1] = em[1, 1, 0, 0] = J12
for idx in ((0, 1, 0, 1), (0, 1, 1, 0), (1, 0, 0, 1), (1, 0, 1, 0)):
    em[idx] = K
print(f"Model: J11=J22={J:.2f}, J12={J12:.2f}, K={K:.2f} Eh")


def complex_energy(hm, theta):
    phi = np.array([np.cos(theta), 1j * np.sin(theta)])
    D = np.outer(phi.conj(), phi)
    return (2 * np.sum(hm * D)
            + np.einsum('pq,pqrs,rs->', D, em, D)).real


for d in (0.35, 0.15):
    hm = np.diag([0.0, d])
    I2 = np.eye(2)
    Emin, gm, Am, Bm = blocks(hm, em, I2, 1)
    Am, Bm = Am[0, 0], Bm[0, 0]
    assert abs(gm[0]) < 1e-14 and Am > 0 and Am + Bm > 0
    s = 1e-3
    curv = (complex_energy(hm, s) - 2 * complex_energy(hm, 0)
            + complex_energy(hm, -s)) / s ** 2
    assert abs(curv - 4 * (Am - Bm)) < 1e-4
    C = rotate(I2, [1e-3], 1)
    C = update(hm, em, C, 1)[0]
    first = error(I2, C, 1)[0] / 1e-3
    assert abs(first + Bm / Am) < 1e-3
    for _ in range(200):
        C_old, C = C, update(hm, em, C, 1)[0]
    xa, xb = error(I2, C_old, 1)[0], error(I2, C, 1)[0]
    if Am - Bm > 0:
        assert abs(xb) < 1e-12
    else:
        assert abs(xb) > 0.05 and abs(xa + xb) < 1e-8
    e_end = blocks(hm, em, C, 1)[0] - Emin
    print(f"d={d:.2f} Eh: A {Am:.3f}, B {Bm:.3f}, A+B {Am + Bm:.3f}, "
          f"A-B {Am - Bm:.3f} Eh")
    print(f"  imaginary-rotation curvature {curv:.4f} Eh, "
          f"first error factor {first:.4f}, -B/A {-Bm / Am:.4f}")
    print(f"  last two |x|: {abs(xa):.5f}, {abs(xb):.5f}; "
          f"energy above minimum {abs(e_end):.5f} Eh")

print("all assertions hold")
```

Running it gives:

```
Largest deviation of E0,F,A,B from explicit H: 1.4e-14 (model units)
Water: O-H 0.96 angstrom, angle 104.5 degrees
Occupied 5, virtual 8, singlet singles 40
RHF/6-31G total energy: -75.98394030 Eh
Energy slope at start: differences 0.48419, formula 0.48419 Eh
Energy curvature: differences 14.5934, formula 14.5934 Eh
Lowest eigenvalues of A, A+B, A-B: 0.3453, 0.3590, 0.3257 Eh
mu from -0.0786 to 0.4232; rho = 0.4232
step | E error (microEh) | |x| super-CI | A-norm ratio | |x| with B
 0 |    328187.6465 | 1.718e-01 |    -   | 1.7e-01
 1 |      3418.7267 | 3.347e-02 | 0.0930 | 2.4e-02
 2 |       400.3639 | 9.422e-03 | 0.3201 | 2.5e-04
 3 |        70.9569 | 3.959e-03 | 0.4196 | 3.6e-08
 4 |        12.6689 | 1.671e-03 | 0.4226 | 4.5e-15
 5 |         2.2707 | 7.089e-04 | 0.4233 | 1.7e-15
 6 |         0.4065 | 2.997e-04 | 0.4231 | 2.1e-15
 7 |         0.0728 | 1.269e-04 | 0.4232 | 1.8e-15
 8 |         0.0130 | 5.369e-05 | 0.4232 | 1.9e-15
 9 |         0.0023 | 2.272e-05 | 0.4232 | 3.3e-15
10 |         0.0004 | 9.615e-06 | 0.4232 | 1.5e-15
11 |         0.0001 | 4.069e-06 | 0.4232 | 9.3e-16
12 |         0.0000 | 1.722e-06 | 0.4232 | 2.2e-15
Late contraction (step 12): 0.4232; bound rho 0.4232
Symmetric start: 16 of 40 modes, largest |mu| 0.4232, late contraction 0.4232 (step 12)
Relative deviation from x_new = -A^-1 B x: 1.1e-05
lam 0.0: slowest-mode factor seen -0.42318, predicted -0.42319
lam 0.5: slowest-mode factor seen -0.17463, predicted -0.17464
lam 1.0: slowest-mode factor seen 0.00001, predicted 0.00000
Order: super-CI 1.000, with B 2.005
One step from |x|=0.001: eps -6.1812, 2tBt 0.1681, sum -6.0131 microEh
  actual change -6.0135, change to the minimum -6.0562 microEh
Model: J11=J22=0.70, J12=0.50, K=0.15 Eh
d=0.35 Eh: A 0.300, B 0.150, A+B 0.450, A-B 0.150 Eh
  imaginary-rotation curvature 0.6000 Eh, first error factor -0.5000, -B/A -0.5000
  last two |x|: 0.00000, 0.00000; energy above minimum 0.00000 Eh
d=0.15 Eh: A 0.100, B 0.150, A+B 0.250, A-B -0.050 Eh
  imaginary-rotation curvature -0.2000 Eh, first error factor -1.5000, -B/A -1.5000
  last two |x|: 0.23325, 0.23325; energy above minimum 0.02527 Eh
all assertions hold
```
